Multiphonon capture weights of a linearly displaced harmonic trap

Q: An electron tunnels from a metal electrode into a trap in a hafnia film. If it arrives with energy E to spare, and the lattice accepts energy in quanta ħω, then E/ħω phonons are emitted. What is left to calculate?

A: The rate. Energy conservation fixes how many phonons must be emitted. It doesn't say how readily the lattice makes that transition, which depends on how the atoms' equilibrium positions change when the trap fills.

Take one vibrational coordinate q with mass M. With the trap empty,

H_e = P²/(2M) + Mω²q²/2.

With the electron on the trap, suppose that the one change is a constant force g on the coordinate, besides an electronic energy ε_v:

H_f = ε_v + P²/(2M) + Mω²q²/2 − gq.

This is linear coupling: the minimum moves and the frequency stays. Completing the square gives

Mω²q²/2 − gq = Mω²(q − q0)²/2 − Mω²q0²/2, q0 = g/(Mω²).

The last term is the relaxation energy. In units of ħω it defines the Huang-Rhys factor S:

Sħω = Mω²q0²/2, so S = Mωq0²/(2ħ).

There are thus two trap levels to keep apart. The vertical level ε_v applies with the atoms at q = 0. The relaxed level is ε_r = ε_v − Sħω. I measure E from the relaxed level.

Q: How does the lattice enter the rate?

A: Let |m⟩ be the vibrational states of the empty trap and |ñ⟩ those of the filled one. I assume weak electronic coupling, a lattice in equilibrium before capture, and an electronic matrix element V independent of q (the Condon approximation). Energy conservation reads

ε_r + E + (m + ½)ħω = ε_r + (n + ½)ħω.

The zero-point energies cancel because the frequencies are equal, leaving E = (n − m)ħω = pħω. The golden rule for one electron state is then

rate = (2π/ħ)|V|² Σ_p W_p δ(E − pħω),

W_p = Σ_m P_m |⟨m+p|~ m⟩|²,

where ⟨m+p|~ denotes the filled-trap state with m+p quanta, P_m is the thermal probability of m, and terms with m+p < 0 are absent. Completeness of the filled states gives Σ_p W_p = 1.

Q: A rate made of delta functions is not a rate.

A: The electrode supplies the continuum. For a constant density of states ρ per spin, constant |V|² and occupation F, summing over electron states gives

R = (2π/ħ)|V|²ρ Σ_p W_p F(ε_r + pħω).

This is the capture rate into an empty trap, per spin channel. Each phonon number is served by electrons of the matching energy.

The weak-coupling step can be tested by solving the one-electron Schrödinger equation for a discretized electrode, the trap and its phonons, and adding the capture probabilities from the filled band states. With S = 1.5, a lattice initially at T = 0 and the band filled to 1.5ħω above the relaxed level, p = 0 and p = 1 are open. The band spacing was 0.05ħω and V = 0.0009ħω. The capture rate between times 8π/ω and 16π/ω was 0.998 of the golden-rule value.

Q: Then you need overlaps of displaced oscillator functions. Must we integrate Hermite polynomials?

A: No, ladder operators suffice. Write

q = x0(a + a†), x0 = √(ħ/(2Mω)), [a, a†] = 1.

From the definition of S, q0² = 2Sħ/(Mω) = 4Sx0². Choose the direction of q so that q0 is positive, and set λ = √S. Then q0 = 2λx0, and

gq = Mω²q0x0(a + a†) = 2λMω²x0²(a + a†) = λħω(a + a†).

Define b = a − λ. It obeys [b, b†] = 1, and

b†b = a†a − λ(a + a†) + λ².

Therefore

H_f = ε_v + ħω[a†a + ½ − λ(a + a†)]
= ε_v − Sħω + ħω(b†b + ½).

So b is the lowering operator of the filled trap.

At zero lattice temperature the initial state is |0⟩, with a|0⟩ = 0. Hence

b|0⟩ = −λ|0⟩.

Let c_n = ⟨ñ|0⟩. Since b†|ñ⟩ = √(n+1)|ñ+1⟩, where the tilde marks the whole label, its adjoint gives ⟨ñ|b = √(n+1)⟨ñ+1|. Projecting the eigenvalue equation on ⟨ñ| yields

√(n+1) c_{n+1} = −λc_n,

c_n = c_0(−λ)ⁿ/√(n!).

Normalization requires

1 = Σ_n |c_n|² = |c_0|² Σ_n Sⁿ/n! = |c_0|² e^S.

Thus |c_0|² = e^{−S}. With m = 0 the emitted number p equals n, so

W_p = e^{−S}S^p/p!, p = 0, 1, 2, …

and W_p = 0 for negative p: a lattice in its ground state has no energy to give.

Q: That is a Poisson form. Show that its mean is S, not merely something near S.

A: The p = 0 term contributes nothing, and one factor p cancels in p!:

⟨p⟩ = e^{−S} Σ_{p≥1} S^p/(p−1)! = S e^{−S}e^S = S.

In the same way ⟨p(p−1)⟩ = S². The variance is therefore

⟨p²⟩ − ⟨p⟩² = S² + S − S² = S.

The mean has a direct meaning. With the atoms near q = 0, the filled trap lies Sħω above its relaxed energy, and relaxation releases that amount. The width comes from zero-point motion: the energy gap between the two potentials varies with q at slope g, and q has standard deviation x0. The energy spread is gx0 = λħω, whose square is S(ħω)².

Overlap integrals computed in real space for S = 17 agree with the Poisson weights to about 10⁻¹⁴ in absolute value.

Q: You call this a distribution, but you also said that the electron's energy fixes p. What is being sampled?

A: The weights become the observed distribution of p if electron states at all the required energies are equally dense, equally occupied and equally coupled. An electrode with a Fermi level doesn't satisfy that condition. It cuts off the large p, and with constant |V|² and ρ the mean over actual capture events then falls below S. The statement "mean equal to S" concerns the complete set of weights. I'll put a number on the difference in the example.

Q: A memory operates near room temperature. Does the Poisson law survive?

A: Its mean does, but its form changes. Let x = exp(−ħω/kT), P_m = (1 − x)x^m and N = x/(1 − x), the mean thermal occupation. Define

G(θ) = Σ_p W_p e^{ipθ} = Tr[ρ_L e^{−iθa†a}e^{iθb†b}],

where ρ_L is the thermal density operator of the empty oscillator. The first exponential supplies −m and the second supplies n.

I use the displacement operator D(α) = exp(αa† − α*a). Since [a, αa† − α*a] = α,

D†(α)aD(α) = a + α.

Consequently b = D(λ)aD(−λ), and

e^{iθb†b} = D(λ)e^{iθa†a}D(−λ).

Also e^{−iθa†a}a†e^{iθa†a} = e^{−iθ}a†. The trace becomes

G = Tr[ρ_L D(λe^{−iθ})D(−λ)].

Two displacement exponents have the commutator αβ* − α*β = 2i Im(αβ*), a number. Hence

D(α)D(β) = e^{i Im(αβ*)}D(α + β).

Here αβ* = −Se^{−iθ}, whose imaginary part is S sin θ. With γ = λ(e^{−iθ} − 1),

G = e^{iS sin θ}⟨D(γ)⟩, |γ|² = 2S(1 − cos θ).

Q: And the thermal average of D?

A: Set Φ(s) = ⟨D(sγ)⟩, with s real. Differentiation gives

dΦ/ds = γ⟨a†D⟩ − γ*⟨aD⟩.

Because ρ_L is proportional to x^{a†a}, aρ_L = xρ_L a. Cycling the trace gives ⟨Da⟩ = x⟨aD⟩. The displacement rule gives aD = Da + sγD. Together,

(1 − x)⟨aD⟩ = sγΦ, ⟨aD⟩ = (N + 1)sγΦ.

For a†, the corresponding relations are ⟨a†D⟩ = x⟨Da†⟩ and a†D = Da† + sγ*D. They give

(1 − x)⟨a†D⟩ = −xsγ*Φ, ⟨a†D⟩ = −Nsγ*Φ.

So dΦ/ds = −(2N + 1)|γ|²sΦ. With Φ(0) = 1,

⟨D(γ)⟩ = exp[−(N + ½)|γ|²].

Inserting |γ|² and writing the sine and cosine as exponentials,

G = exp{S[(N+1)(e^{iθ} − 1) + N(e^{−iθ} − 1)]}.

A Poisson variable of mean μ has generating function exp[μ(e^{iθ} − 1)]. Thus p is distributed as j − k, where j and k are independent Poisson numbers with means S(N+1) and SN. This is a statement about the distribution of p; it doesn't mean that j emissions and k absorptions occur as separate events.

The mean is S(N+1) − SN = S, and the variance is S(N+1) + SN = S(2N+1). For p ≥ 0, summing over k gives

W_p = e^{−S(2N+1)} Σ_k [S(N+1)]^{k+p}(SN)^k/[(k+p)! k!].

Put z = 2S√(N(N+1)). The product of powers is [(N+1)/N]^{p/2}(z/2)^{2k+p}, and the remaining sum is the modified Bessel function I_p(z):

W_p = e^{−S(2N+1)}[(N+1)/N]^{p/2}I_p(z).

The same expression holds for negative p, with I_{−p} = I_p. Therefore

W_{−p}/W_p = [N/(N+1)]^p = e^{−pħω/kT},

as detailed balance requires. As N → 0 the k = 0 term alone remains for p ≥ 0, and the Poisson law returns.

Q: For large S, why not use a Gaussian?

A: Near its centre you may. For small θ, ln G ≈ iSθ − S(2N+1)θ²/2, so a broad distribution is approximately

W_p ≈ exp{−(p−S)²/[2S(2N+1)]}/√[2πS(2N+1)].

When kT ≫ ħω, 2N+1 ≈ 2kT/ħω, and the energy variance becomes 2(Sħω)kT, the classical result. The tail is less forgiving. For S = 17 at T = 0, the Gaussian gives 0.0089 at p = 8, against the Poisson value 0.0072. At p = 0 it gives 2.0×10⁻⁵ against 4.1×10⁻⁸.

Q: Where on this curve does a hafnia capacitor sit?

A: Take rough parameters for an oxygen-vacancy-like trap: ħω = 0.07 eV and S = 17, hence a relaxation energy of 1.19 eV. The film is 10 nm thick with 3 V across it, so the field is 3 MV/cm. The electrode barrier is 2.20 eV, the relaxed trap depth below the conduction edge is 2.34 eV, and the trap lies 1.4 nm from the cathode. The potential drop to the trap is 0.3 V/nm × 1.4 nm = 0.42 V. A Fermi-level electron releases

E = 2.34 + 0.42 − 2.20 = 0.56 eV = 8ħω.

The vertical level is 1.19 − 0.56 = 0.63 eV above the Fermi level. Capture at the Fermi level therefore uses the low-p tail:

W_8 = e^{−17}17⁸/8! = 7.16×10⁻³.

The peak weight, shared by p = 16 and p = 17, is 0.0963, about 13 times larger.

At T = 0 the electrode fills p = 0 to 7. The p = 8 level coincides with the Fermi level and counts half. The open-channel sum is

Σ_{p<8} W_p + W_8/2 = 0.00901.

Now the earlier point about sampling. Since pW_p = SW_{p−1}, the mean number emitted in these captures is

17[Σ_{p≤6} W_p + W_7/2]/0.00901 = 17 × 0.00375/0.00901 ≈ 7.1.

The complete weights have mean 17; the captures allowed by this electrode have mean 7.1.

Q: And at operating temperature?

A: At 300 K, N = 0.071 and the variance rises from 17 to 19.4. W_8 becomes 0.0101, a factor 1.41 above T = 0. At 358 K the factor is 1.64. The peak falls slightly, because a wider distribution with the same mean puts more weight in its tails.

The open-channel sum at 300 K is 0.0164, or 1.8 times its T = 0 value. It contains both lattice broadening and the thermal spread of electrons about the Fermi level. Electrons above that level reach larger p, where the weights are greater.

Q: You held |V|² constant, although tunnelling depends on energy.

A: A semiclassical tunnelling factor with effective mass 0.20 m_e is 1.18×10⁻⁴ at the Fermi level, and 0.854 of that one phonon energy lower. Including this dependence changes the 300 K sum from 0.0164 to 0.0142, when normalized to the Fermi-level factor. The absolute rate is less secure: masses of 0.15 and 0.25 m_e give factors of 3.96×10⁻⁴ and 4.05×10⁻⁵. That uncertainty belongs to |V|², not to W_p.

Q: V may also depend on the vibrating coordinate. Doesn't that undo the Poisson law?

A: Yes, to a degree that can be calculated. Let V(q) = V0[1 + η(a + a†)]. On |0⟩ only a† contributes, and a† = b† + λ, so

⟨ñ|a†|0⟩ = √n c_{n−1} + λc_n.

The recursion gives c_{n−1} = −√n c_n/λ. The matrix element is therefore (S − n)c_n/λ, and the T = 0 weight becomes

W_p[1 + η(S − p)/√S]².

If the atomic motion shifts the trap along the tunnelling direction, V changes by a fraction of about κx0 per zero-point amplitude. For an oxygen mass, x0 = 0.0043 nm; with κ = 3.06 nm⁻¹, |η| = 0.013. At p = 8 the factor is 1.06 or 0.94, depending on the sign. This estimate covers the tunnelling distance and no other change of the electronic state.

Q: What if the filled trap is softer?

A: Then the overlaps cease to be Poissonian. Let the new frequency be rω, with q0 fixed. The mean energy above the filled minimum is

(⟨n⟩ + ½)rħω = ħω/4 + r²(Sħω + ħω/4),

where the first term is kinetic and the second potential. Hence

⟨n⟩ = rS + (r + 1/r)/4 − ½.

For r = 0.9 this is 15.3, and the computed variance is 0.90 of the mean, whereas a Poisson law requires 1.

The tail reacts strongly. Take T = 0, and hold q0 and the 0.56 eV between the electron energy and the filled minimum fixed. The weight per unit energy, interpolated between neighbouring phonon numbers, rises by a factor 3.9. The mean vibrational quantum energy ⟨n⟩rħω has fallen from 1.19 to 0.96 eV, bringing the bulk of the distribution closer to the available energy. Even the direction of the change depends on what is held fixed. If the force g is kept instead of q0, with the same 0.56 eV, the relaxation energy grows from 1.19 to 1.47 eV and the weight falls about 25-fold.

By contrast, split the coupling equally between two modes at 0.8ω and 1.2ω, keeping the total S. At 0.56 eV the weight per unit energy changes by a factor 1.09.

Q: How far would you trust the example for a real device?

A: The phonon energy, S and trap depth are rough values of the size used in modelling oxygen-related traps in hafnia, not properties of a particular film. The field is high: 0.75 of a rough breakdown field of 4 MV/cm, so the assumption of a fixed set of traps may fail. Real films also lack the uniform electrostatics assumed here. For a trap that is neutral before or after capture, an image-charge estimate with optical permittivity 4.5 shifts the level by 0.057 eV, down in the first case and up in the second. Image energy grows as the square of the charge, so capture from charge 2+ to 1+ would raise the level by three times as much, 0.17 eV, and cut the T = 0 weight at the Fermi level about eightfold. These estimates are on the high side: for a relaxed level the ions screen the charge too, and a static permittivity of 30 would make the image shifts 0.15 times as large. If 5% of a 20 μC/cm² polarization is unscreened, the extra field is 0.38 MV/cm for permittivity 30. Over the 1.4 nm to the trap this gives 0.053 eV, but at fixed voltage the 0.38 V it adds across the film is cancelled by opposite drops in the screening layers at the electrodes. Against the cathode Fermi level, the trap moves by 0.053 eV if that drop lies wholly at the anode. It moves by 0.038 V/nm × (5 − 1.4) nm = 0.14 eV in the opposite sense if the drop is shared equally, and by 0.32 eV if it lies wholly at the cathode. The sign follows the polarization direction. The equal split, about two phonon energies, multiplies the T = 0 weight by 0.20 or 3.1; the cathode case multiplies it by 0.008 or 8.4. The shifts of 0.057 and 0.053 eV are each somewhat less than one phonon energy. A full phonon less multiplies W_8 by 0.47, and one more by 1.89. At T = 0, softening by 10% raises the weight 3.9 times at fixed q0 and cuts it about 25-fold at fixed g. For the chosen S and released energy, the weight at the Fermi level is of order 10⁻², and the changes examined here alter it by factors of up to about 25, or about a hundred if the whole screening drop lies at the cathode. That is not an error bar for a real film, because the inputs matter as well: at T = 0 with E held at 8ħω, S = 14 would give W_8 = 0.030 and S = 20 would give 0.0013. A leakage current would further need |V|², the trap density and occupation, and the rate at which captured electrons leave.

Q: So what may I carry over to another trap?

A: The Poisson law with mean S, provided that the lattice starts in its ground state, one mode is displaced without changing frequency, and V doesn't depend on q. With the other conditions kept, a warm lattice calls for the Bessel form. In either case, locate E/ħω relative to S before choosing an approximation: if S is large, the Gaussian may serve near S, while far below S the rate depends on the tail. The numerical output lists the weights across both regions.

Computed values

```
Phonon energy 0.070 eV; Huang-Rhys factor 17.0 (no unit)
Relaxation energy 1.190 eV
Electrode barrier 2.20 eV; relaxed depth 2.34 eV
Field 3.0 MV/cm; film thickness 10.0 nm
Film voltage 3.00 V
Trap distance 1.40 nm; potential drop 0.420 eV
Released energy 0.560 eV = 8 phonons
Vertical level above Fermi level 0.630 eV
T=0 mean 17.000000, variance 17.000000 (phonons, phonons^2)
300 K: occupation 0.07145, mean 17.00000, variance 19.4294 (no unit)
358 K: occupation 0.11534, mean 17.00000, variance 20.9215 (no unit)
Weight p=0: T=0 4.1399e-08, 300 K 5.8595e-06 (no unit)
Weight p=4: T=0 1.4407e-04, 300 K 5.4395e-04 (no unit)
Weight p=8: T=0 7.1625e-03, 300 K 1.0107e-02 (no unit)
Weight p=12: T=0 5.0355e-02, 300 K 5.0880e-02 (no unit)
Weight p=16: T=0 9.6285e-02, 300 K 9.0056e-02 (no unit)
Weight p=17: T=0 9.6285e-02, 300 K 9.0336e-02 (no unit)
Weight p=18: T=0 9.0935e-02, 300 K 8.6134e-02 (no unit)
Weight p=25: T=0 1.5402e-02, 300 K 1.7612e-02 (no unit)
Weight p=8 at 358 K 1.1729e-02 (no unit)
Weight ratio to T=0: 300 K 1.411, 358 K 1.638
Open-channel sum T=0, half at Fermi edge 9.0143e-03 (no unit)
Open-channel sum 300 K 1.6407e-02 (no unit)
Same sum with energy-dependent tunnelling 1.4222e-02 (no unit)
Tunnelling factor, mass 0.20 m_e: 1.179e-04 (no unit)
Tunnelling factor, mass 0.15 / 0.25 m_e: 3.962e-04 / 4.054e-05
Tunnelling ratio one phonon below Fermi 0.854
Softening to 0.90: mean 15.303 phonons, variance/mean 0.900
Softening: spectral weight ratio at fixed energy 3.852
Two modes at 0.8 and 1.2: spectral weight ratio 1.088
Zero-point amplitude 0.00432 nm; shift 0.0356 nm
Decay constant at trap 3.057 1/nm; eta 0.0132 (no unit)
Coordinate-dependent coupling ratios 1.058 / 0.943
Image-charge shift, optical permittivity 4.5: 0.0571 eV
Polarization 20.0 uC/cm2, unscreened part 5.0 %, permittivity 30.0
Resulting field 0.376 MV/cm; level shift 0.0527 eV
Weight ratio for one phonon less / more: 0.471 / 1.889
Rough breakdown field 4.0 MV/cm; used fraction 0.75
Largest quadrature error at T=0 1.1e-14 (no unit)
Largest thermal-sum error 1.1e-15 (no unit)
Exact / golden-rule capture rate 0.9978 (no unit)
```
